# Why a Zak phase of π does not label an SSH dimerization

Suppose that a Zak phase of $\pi$ were read as a certificate that one dimerization of a chain is topological and must carry end states. Two people who describe the same crystal with different unit cells would then find $0$ and $\pi$ and make opposite predictions for the same piece of material. At least one would be wrong, although neither had made an error of calculation.

## One crystal, two phases

Take an infinite chain of spinless electrons with one orbital per atom, equal on-site energies (set to zero) and the lower band filled. Cell $n$ contains atoms $A_n$ and $B_n$. The Hamiltonian has matrix element $-v$ between $A_n$ and $B_n$, and $-w$ between $B_n$ and $A_{n+1}$, with $v,w>0$ and $v\neq w$. The lattice constant is $a$. Hartree atomic units are used.

The example has round model parameters: a strong hopping $S=0.10$ hartree on short bonds of 2.2 bohr, and a weak hopping $0.06$ hartree on long bonds of 2.8 bohr. Thus $a=5.0$ bohr, and the ratio weak/strong is $r=0.60$. In dimerization D1 the strong bond is $v$; in D2 it is $w$.

Write a Bloch state as $\psi_{n,j}=e^{ikna}c_j(k)$, with $j=A,B$. Atom $A_n$ has neighbours $B_n$ and $B_{n-1}$, and $B_n$ has neighbours $A_n$ and $A_{n+1}$, so

$$Ec_A=-(v+we^{-ika})c_B,\qquad Ec_B=-(v+we^{ika})c_A .$$

Let $z(k)=v+we^{ika}=|z|e^{i\varphi}$. Multiplying the two equations gives $E^2=|z|^2$. The lower state, $E=-|z|$, is

$$c=\frac{1}{\sqrt2}\begin{pmatrix}1\\ e^{i\varphi}\end{pmatrix}.$$

Since $|z|^2=v^2+w^2+2vw\cos ka$ has its minimum $(v-w)^2$ at $ka=\pi$, the gap is $2|v-w|=0.08$ hartree, or 2.18 eV, in both dimerizations.

The Zak phase calculated from these amplitudes is

$$\gamma_{\rm cell}=i\oint c^\dagger\partial_kc\,dk
=i\oint\tfrac12\,i\varphi'(k)\,dk=-\tfrac12\,\Delta\varphi=-\pi\nu ,$$

where $\nu$ is the number of turns of $z$ around the origin as $k$ crosses the Brillouin zone. It is defined modulo $2\pi$: replacing $c$ by $e^{i\chi(k)}c$, with $e^{i\chi}$ periodic, changes it by $-\Delta\chi$, a multiple of $2\pi$.

The curve $z(k)$ is a circle of radius $w$ centred on $v$. It encloses the origin if $w>v$. Hence D1 has $\nu=0$ and phase $0$, while D2 has $\nu=1$ and phase $\pi$.

Now keep D1 and move no atom, but group $B_n$ with the atom $A_{n+1}$ on its right. The $A$ atom of new cell $n$ has amplitude $e^{ik(n+1)a}c_A$, so

$$c_A'=e^{ika}c_A,\qquad c_B'=c_B .$$

The relative phase of $B$ and $A$ is now $\varphi'=\varphi-ka$ (the prime here marks the new cell), which belongs to

$$z'(k)=e^{-ika}z(k)=w+ve^{-ika}.$$

The winding has dropped by one:

| Crystal | $\nu$, phase in original cell | $\nu'$, phase in new cell |
|---|---|---|
| D1 | $0,\ 0$ | $-1,\ \pi$ |
| D2 | $1,\ \pi$ | $0,\ 0$ |

The labels have been exchanged by bookkeeping alone.

There is a more direct reason why neither crystal can own the label. With the origin at the midpoint of a $v$ bond, the atoms of D1 lie at $\mp1.1$ bohr and those of D2 at $\mp1.4$ bohr, each repeated every 5 bohr. Shift D1 by $a/2=2.5$ bohr. Its atoms arrive at $1.4$ and $3.6$ bohr, which are sites of D2, and its strong bond falls on the strong bond of D2. The two infinite dimerizations are one crystal in two positions. No intrinsic bulk property can distinguish them.

## The correct statement

For the chain defined above:

1. The Zak phase acquires a value after an origin has been fixed, if atomic positions are included, or after a cell has been fixed, if they are not.
2. In a common frame and cell, with the midpoint between $A_n$ and $B_n$ held fixed, the phases of D1 and D2 differ by $\pi$ modulo $2\pi$.
3. For a given end, use the cell that tiles the chain from that end without cutting a cell. The number of zero-energy end states there is $|\nu|$ in this cell, provided that the end keeps zero on-site energies and the same pattern of hoppings.

## Proof: origin and cell

Let the atoms of cell $n$ lie at $na+\tau_j$, and define $u_j=e^{-ik\tau_j}c_j$. Differentiating the extra factor gives $i(-i\tau_j)=\tau_j$, so

$$\gamma=i\oint u^\dagger\partial_ku\,dk
=\gamma_{\rm cell}+\oint\sum_j\tau_j|c_j|^2dk .$$

Here $|c_A|^2=|c_B|^2=1/2$, and the zone has length $2\pi/a$. Therefore

$$\gamma=-\pi\nu+\frac{\pi(\tau_A+\tau_B)}{a}.$$

If the origin is moved to $s$, each $\tau_j$ becomes $\tau_j-s$, and $\gamma$ becomes $\gamma-2\pi s/a$. In units of $\pi$, modulo 2, the example gives:

| Origin | D1 | D2 |
|---|---|---|
| $v$-bond midpoint, $s=0$ | 0 | 1 |
| $w$-bond midpoint, $s=2.5$ bohr | 1 | 0 |
| atom $A$ of D1, $s=-1.1$ bohr | 0.44 | 1.44 |

The last row shows that even the restriction to $0$ and $\pi$ depends on placing the origin at a bond midpoint, a centre of inversion.

The origin dependence is that of a position. To see this, form the Wannier function

$$W_{n,j}=\frac{a}{2\pi}\oint e^{ikna}c_j(k)\,dk .$$

It is normalized, by Parseval's theorem. Because $na\,e^{ikna}=-i\partial_ke^{ikna}$ and $c$ is periodic, integration by parts turns multiplication by $na$ into the action of $i\partial_k$ on $c$. With each orbital treated as a point at its atom, so that the position operator is diagonal in the orbitals, the centre is

$$\bar x=\sum_{n,j}(na+\tau_j)|W_{n,j}|^2
=\frac{a}{2\pi}\oint\Big(c^\dagger i\partial_kc+\sum_j\tau_j|c_j|^2\Big)dk
=\frac{a\gamma}{2\pi}.$$

Inserting $\gamma$ gives $\bar x=(\tau_A+\tau_B)/2-a\nu/2$, modulo $a$. For $\nu=0$ this is the midpoint of the $v$ bond, and for $\nu=1$ that of the $w$ bond. In both cases the electron is centred on the strong bond. This fact is the same in every description; its coordinate is not.

For the change of cell, insert $c_A'=e^{ika}c_A$ into the definition:

$$\gamma_{\rm cell}'=\gamma_{\rm cell}-a\oint|c_A|^2dk=\gamma_{\rm cell}-2\pi N_A,$$

where $N_A$ is the mean weight of the filled band on $A$. With equal on-site energies $N_A=1/2$, and the shift is $-\pi$. If positions are included, $\tau_A$ also becomes $\tau_A+a$, which adds $+2\pi N_A$. The two changes cancel, so $\gamma$ depends on the origin but not on the grouping. This proves the first statement.

The shift by $\pi$ relies on equal on-site energies. With $+0.03$ hartree on $A$ and $-0.03$ hartree on $B$, numerical diagonalization of a ring of 60 D1 cells gives $N_A=0.347$. Regrouping then shifts $\gamma_{\rm cell}$ by $-0.694\pi$, equivalent to $1.306\pi$.

## Proof: the difference

Subtract the formula for $\gamma$ in D1 from that in D2:

$$\gamma_2-\gamma_1=-\pi(1-0)+\frac{\pi}{a}\,\Delta(\tau_A+\tau_B).$$

The last term vanishes when the midpoint is fixed, leaving $-\pi$, equivalent to $\pi$. A common change of origin cancels. A common regrouping lowers both windings by one and cancels too. This proves the second statement.

The condition on the midpoint matters. If $A$ is held while $B$ moves by $0.6$ bohr, the difference becomes $-\pi+0.12\pi$, equivalent to $1.12\pi$. The additional displacement of the electron is $0.3$ bohr. If each atom carries half of the compensating positive charge, the centre of that charge also moves by $0.3$ bohr, so the excess is not a change of the total dipole.

The remaining ambiguity of $2\pi$ has a physical content: it is settled by the path between the two dimerizations. Let the atoms stay equally spaced, and take $v=0.08+0.02\cos\theta$, $w=0.08-0.02\cos\theta$ and on-site energies $\pm M$ on $A$ and $B$, with $M=0.02\sin\theta$, all in hartree. As $\theta$ runs from $0$ to $\pi$, the band energies $\pm\sqrt{M^2+|z|^2}$ never meet. Following the numerically computed phase in 60 steps gives a displacement of the Wannier centre of $+2.5$ bohr. With the opposite sign of $M$ it is $-2.5$ bohr, as it must be, since reflection about a $v$-bond midpoint exchanges $A$ with $B$ and reverses the displacement. Both paths join the same end points, and their phase changes, $+\pi$ and $-\pi$, differ by $2\pi$.

## Proof: the termination

Let a half-infinite chain begin with $A_1$. At $E=0$ the equation on $A_1$ is $v\psi_{B,1}=0$. The equations on the later $A$ atoms, $v\psi_{B,n}+w\psi_{B,n-1}=0$, then make every $B$ amplitude zero. The equations on the $B$ atoms give

$$\psi_{A,n+1}=-\frac vw\,\psi_{A,n}.$$

The solution is normalizable if $v<w$, which is the condition $\nu=1$; for $v>w$ there is none. If the chain begins with $B$ instead, $v$ and $w$ change places. A zero mode then requires $w<v$, for which the fitted cell has $\nu'=-1$. A right-hand end follows by reflection. This proves the third statement: the end bond must be the weak one.

With $r=v/w$, the weights form the series $1+r^2+r^4+\dots=1/(1-r^2)$, so the end atom carries $1-r^2=0.64$ of the state.

In a chain of $N$ whole cells with weak end bonds, the left and right modes lie on different sublattices and are orthogonal, but $H$ couples them weakly. The right mode, $\psi_{B,n}=\sqrt{1-r^2}\,(-r)^{N-n}$, fails to satisfy the zero-energy equation only on $A_1$, where $H$ gives $-rS\sqrt{1-r^2}\,(-r)^{N-1}$. Multiplication by the left mode's amplitude there, $\sqrt{1-r^2}$, gives the coupling $S(1-r^2)(-r)^N$. To leading order in $r^N$,

$$E=\pm S\,r^N(1-r^2).$$

This needs $r^N\ll1$. A short chain may have no gap state at all: for $r=0.9$ and $N=5$ the smallest $|E|$ is $0.021$ hartree, outside the half-gap of $0.010$ hartree. For $r=0.6$ and $N=20$ the formula gives $0.10\times3.66\times10^{-5}\times0.64=2.3\times10^{-6}$ hartree. Diagonalization gives two such states for D1 cut to begin with $B$, and for D2 cut to begin with $A$. The other two cuts give none: their smallest $|E|$ is $0.041$ hartree, just outside the half-gap of $0.040$ hartree. Each bulk occurs once with end states and once without.

A chain of 41 atoms makes the point within a single sample. It begins and ends with $A$, so one end bond is strong and the other weak. The recurrence above supplies one zero mode, with weight $0.64$ on the last atom for D1 and on the first atom for D2. One bulk has one end with a mode and one without.

The difference between dimerizations can also be seen away from any outer surface. Join D1 to D2 so that two weak bonds meet at one atom. The zero mode lives on every second atom and falls off as $(-r)^{|m|}$, where $m$ numbers these atoms from the centre. Its squared norm is $1+2r^2/(1-r^2)=(1+r^2)/(1-r^2)$, and the central atom has weight $0.64/1.36=0.47$. In one continued cell, the windings on the two sides are 0 and 1.

## Where the end-state rule fails

Put an on-site energy $U>0$ on the first atom of a half-infinite chain whose end bond is weak, so that $v=rS$ and $w=S$. Try $\psi_{A,n}=\alpha\lambda^{n-1}$ and $\psi_{B,n}=\beta\lambda^{n-1}$ with $|\lambda|<1$. The equations on $A_1$ and on a later $A$ atom are

$$(E-U)\alpha=-v\beta,\qquad E\alpha=-v\beta-\frac{w\beta}{\lambda}.$$

Their difference gives $\beta=-U\lambda\alpha/S$, and the first then gives $E=U(1+r\lambda)$. Substitution into the $B$ equation, $E\beta=-(v+w\lambda)\alpha$, yields

$$rU^2\lambda^2+(U^2-S^2)\lambda-rS^2=0 .$$

The left side is $-rS^2<0$ at $\lambda=0$ and $(1-r)(S^2-U^2)$ at $\lambda=-1$. For $U<S$ there is thus a root between $-1$ and $0$. It reaches $-1$ at $U=S$, where $E=S(1-r)$, the edge of the gap.

For $U=0.02$ and $0.08$ hartree the state lies at $0.013$ and $0.038$ hartree. For $U>S$ this root lies below $-1$, so the gap state no longer exists. At $\lambda=1$ the left side of the quadratic is $(1+r)(U^2-S^2)$, which is now positive, so the other root lies between $0$ and $1$ and gives a different end state. For $U=0.12$ hartree that state lies at $0.164$ hartree, above the top of the upper band at $0.16$ hartree. The bulk Zak phase, in any chosen frame, has not changed. Even with the correct cell, it predicts a zero mode only under a condition on the end itself. Nor does $\nu=0$ exclude states in the gap at a modified end: with a strong end bond and $U=0.08$ hartree on the first atom, one appears at $-0.039$ hartree.
